# Surface Energy and Surface Stress of a Cleaved Nearest-Neighbour Crystal

## Problem

A face-centred cubic (fcc) crystal is held together by pair bonds between nearest neighbours and by nothing else. A bond of length \(r\) has energy \(V(r)\), with \(V=0\) for separated atoms. The curve has one stationary point, a minimum \(V(r_0)=-D\) with \(D>0\). The atoms are classical and at absolute zero. The crystal is free of stress, and it is cut along a plane with unit normal \(\mathbf n\).

(a) What does the absence of stress say about the force in each bond?

(b) Find the surface energy \(\gamma\), the excess energy per area of one face, and its sign.

(c) Find the surface stress \(f_{ab}\), where \(a,b\) are directions in the face. Do the atoms move after the cut?

(d) How does \(\gamma\) change when the face is stretched?

(e) Repeat (c) for a crystal clamped with its bonds 1% too short, and for a film under equal biaxial misfit strain.

(f) Put in numbers for a nickel-like film, and estimate what the model leaves out.

Take a slab of \(N\) atomic layers with two equal faces, each of unstrained area \(A_0\). If \(\varepsilon_{ab}\) is the in-plane strain, the surface stress is

\[
f_{ab}=\frac{1}{2A_0}\,\frac{\partial}{\partial\varepsilon_{ab}}\left(E_{\rm slab}-E_{\rm bulk}\right),
\]

where \(E_{\rm bulk}\) is the energy of the same number of atoms inside an infinite crystal. A positive value is a tension: the face pulls inward along its own plane.

## Solution

### (a) Bond forces in the unstressed crystal

Each atom has twelve neighbours and each bond is shared by two atoms, so there are six bonds \(\mathbf r_k\) per atom. A small strain changes a bond vector by \(\delta r_a=\sum_b\varepsilon_{ab}r_b\), and hence its length by \(\delta r=\sum_{ab}\varepsilon_{ab}r_ar_b/r\). Dividing the energy change per atom by the volume per atom \(\Omega\) gives the bulk stress

\[
\sigma_{ab}=\frac1\Omega\sum_{k=1}^{6}t_k\,r_{k,a}r_{k,b},\qquad t_k=\frac{V'(r_k)}{r_k}.
\]

Zero stress might still allow some bonds to pull while others push. To see whether it does, write the six bonds, up to a common factor, as \((1,\pm1,0)\), \((1,0,\pm1)\), \((0,1,\pm1)\). The off-diagonal components of \(\sigma=0\) say that the two bonds in each pair have equal \(t\). Call the three values \(p,q,s\). The diagonal components then give

\[
p+q=0,\qquad p+s=0,\qquad q+s=0 .
\]

The first two give \(q=s=-p\), and the third becomes \(-2p=0\). All three vanish, so every bond is force-free and has length \(r_0\).

The argument does not rely on the crystal being cubic beforehand. A homogeneous deformation \(F\) turns each product \(\mathbf r\mathbf r^T\) into \(F\mathbf r\mathbf r^TF^T\), and an invertible \(F\) cannot make independent matrices dependent.

The number of bonds matters here. A symmetric stress has six components, just enough to fix six bond forces. If second neighbours also interact, there are nine bonds per atom and still six conditions. Bonds can then carry forces that balance in the bulk, and the result of (c) is lost.

### (b) Surface energy

Consider bonds of one type \(\mathbf r\), with \(\mathbf r\cdot\mathbf n>0\). Such a bond crosses the cutting plane if its lower atom lies within a distance \(\mathbf r\cdot\mathbf n\) below it. Per unit area this is a volume \(\mathbf r\cdot\mathbf n\), which holds \((\mathbf r\cdot\mathbf n)/\Omega\) atoms. Each cut bond costs \(0-(-D)=D\), and the cost is shared by two faces:

\[
\gamma=\frac{D}{2\Omega}\sum_{\mathbf r\cdot\mathbf n>0}\mathbf r\cdot\mathbf n .
\]

Every term is positive. The sum is not empty, because the bonds span all three directions and cannot all lie in the cutting plane. Hence \(\gamma>0\) for every face.

This formula uses the energy of the atoms where the cut leaves them. Part (c) shows that they stay there.

### (c) Surface stress

After the cut, each remaining bond still has length \(r_0\) and carries no force. Every atom is therefore in equilibrium, including those at the surface. The remaining bonds, \(M\) in number, each have the lowest energy available to them, so no displacement that keeps the same list of bonds can lower the total.

Now strain the slab slightly and let its atoms relax. Two bounds enclose the relaxed energy:

- No bond can have energy below \(-D\), so \(E_{\rm slab}(\varepsilon)\ge -MD\).
- Relaxation cannot raise the energy above that of the uniformly strained slab. There each bond changes length by an amount of order \(\varepsilon\), and since \(V'(r_0)=0\), its energy rises by order \(\varepsilon^2\).

Together,

\[
-MD\;\le\;E_{\rm slab}(\varepsilon)\;\le\;-MD+C\varepsilon^2 ,
\]

with \(C\) a constant. The energy has no linear term in \(\varepsilon\). The same reasoning applies to the bulk crystal, so

\[
f_{ab}=0\quad\text{for every component.}
\]

A direct count shows which forces would have mattered. If the atoms are not allowed to relax, the slab differs from the bulk by one set of cut bonds, and its excess energy is \(-\sum_{\rm cut}V(r)\). Differentiating with \(\partial r/\partial\varepsilon_{ab}=r_ar_b/r\) and using the count from (b),

\[
f_{ab}=-\frac{1}{2\Omega}\sum_{\mathbf r\cdot\mathbf n>0}(\mathbf r\cdot\mathbf n)\,V'(r)\,\frac{r_ar_b}{r}. \tag{1}
\]

The surface energy contains the depth of the cut bonds, whereas the surface stress contains their force. At the minimum of \(V\) the depth is finite and the force is zero.

### (d) Surface energy under stretch

Let \(\gamma\) be measured per actual area \(A=A_0(1+\varepsilon_{xx}+\varepsilon_{yy})\), to first order. The excess energy of one face is \(\gamma A\), so at zero strain

\[
f_{ab}=\frac1{A_0}\frac{\partial(\gamma A)}{\partial\varepsilon_{ab}}
=\gamma\,\delta_{ab}+\frac{\partial\gamma}{\partial\varepsilon_{ab}} .
\]

This is the Shuttleworth relation. With \(f_{ab}=0\) it gives \(\partial\gamma/\partial\varepsilon_{ab}=-\gamma\,\delta_{ab}\). Stretching spreads the same cut bonds over a larger area, so \(\gamma\) falls while \(\gamma A\) stays constant to first order. A shear leaves both unchanged to that order.

### (e) Two strained crystals

**Clamped crystal.** Let all bonds have length \(r<r_0\), held by an outside pressure, and keep the atoms fixed after the cut. On a (111) face three bonds are cut per surface atom. Each rises by the layer spacing \(\sqrt{2/3}\,r\), so its squared in-plane length is \(r^2/3\). The three together give \(r^2\), shared equally by symmetry between \(x\) and \(y\). With \(A\) the area per surface atom, equation (1) becomes

\[
f_{xx}=f_{yy}=-\frac{V'(r)\,r}{4A}.
\]

Here \(V'<0\), so \(f>0\). The cut has removed bonds that were pushing outward, and relative to the compressed bulk the face is in tension.

**Misfit strain.** A film grown on a substrate of different lattice parameter is strained by \(\varepsilon\) along both in-plane axes and is free along its normal. Let its layers move along the normal only. On (111), the three bonds from an atom to the next layer are equally long by symmetry. Their normal forces must add to zero, so each has \(V'=0\) and length \(r_0\). On (100) the same holds for four bonds. The bonds to be cut are again force-free, and the surface stress vanishes at finite strain too, as long as the layers can move close enough to restore \(r_0\).

The (110) face behaves differently. Per surface cell, each gap between layers is crossed by four slanted bonds to the next layer and two vertical bonds that span two layers. Take \(x\) along the close-packed row. A slanted bond has squared components \(r_0^2/4\), \(r_0^2/2\) and \(r_0^2/4\) along \(x\), \(y\) and the normal. Let gap \(n\) widen by \(s_n\), and let \(k=V''(r_0)\). To first order the elongations are

\[
e_n=\tfrac34r_0\varepsilon+\tfrac12s_n\ \text{(slanted)},\qquad s_n+s_{n+1}\ \text{(vertical)}.
\]

The normal force through each gap must vanish. The slanted bonds contribute \(4\cdot\tfrac12ke_n=2ke_n\). Inside the film this gives

\[
\tfrac32r_0\varepsilon+s_{n-1}+3s_n+s_{n+1}=0 ,
\]

with the uniform solution \(s=-0.3\,r_0\varepsilon\). The slanted bonds are then stretched by \(e=0.6\,r_0\varepsilon\) and the vertical ones shortened by the same amount: two sets of bonds oppose each other.

At the outermost gap one vertical bond is missing, and the condition is \(\tfrac32r_0\varepsilon+2s_1+s_2=0\). Write \(s_n=-0.3\,r_0\varepsilon+u_n\). Inside, \(u_{n-1}+3u_n+u_{n+1}=0\), whose decaying solution is \(u_{n+1}=\lambda u_n\) with \(\lambda=(\sqrt5-3)/2=-0.382\). The outermost condition becomes \(0.6\,r_0\varepsilon+(2+\lambda)u_1=0\), so \(u_1=-0.371\,r_0\varepsilon\). Summed over the gaps near one face,

\[
\sum_n u_n=\frac{u_1}{1-\lambda}=-0.268\,r_0\varepsilon .
\]

A slab has one gap fewer than it has layers, which removes \(0.6\,r_0\varepsilon\) from the sum of the \(e_n\). Relaxation at the two faces adds \(2\cdot\tfrac12(-0.268)\,r_0\varepsilon\). The excess is \(-0.868\,r_0\varepsilon\). Four slanted bonds per gap, each with \(\partial r/\partial\varepsilon_{xx}=r_0/4\), and a cell area \(\sqrt2\,r_0^2\) give

\[
f_{xx}=\frac{k r_0}{2\sqrt2\,r_0^2}(-0.868\,r_0\varepsilon)=-0.307\,k\varepsilon,\qquad f_{yy}=2f_{xx}.
\]

The factor 2 is the ratio of the squared components along \(y\) and \(x\).

### (f) Numbers for a nickel-like film

The inputs are rough typical values: lattice parameter 0.35 nm, cohesive energy 4.4 eV per atom and bulk modulus \(B=180\) GPa. The bond length is \(r_0=0.35/\sqrt2=0.2475\) nm. Six bonds per atom give \(D=4.4/6=0.733\) eV.

The stiffness follows from \(B\). The energy per atom is \(6V\) and \(\Omega=r^3/\sqrt2\), so \(dr/d\Omega=r/(3\Omega)\). Since \(V'(r_0)=0\),

\[
B=\Omega\cdot6k\left(\frac{r_0}{3\Omega}\right)^2=\frac{2\sqrt2\,k}{3r_0}
\quad\Rightarrow\quad k=47.25\ \text{N/m}.
\]

For the bond curve take the Morse form \(V=D[(1-e^{-\alpha(r-r_0)})^2-1]\). Its curvature is \(k=2D\alpha^2\), which gives \(\alpha=14.18\) nm\(^{-1}\). The curve has not died out at the second-neighbour distance; leaving those neighbours out is an assumption, examined below.

**Surface energies.** On (111), three bonds are cut per cell of 0.05304 nm²:

\[
\gamma_{111}=\frac{3\times0.7333}{2\times0.05304}=20.74\ \text{eV/nm}^2=3.32\ \text{J/m}^2 .
\]

Four bonds per 0.06125 nm² on (100) give 3.84 J/m², and six per 0.08662 nm² on (110) give 4.07 J/m². The surface stress of all three is zero.

**Clamped crystal.** With bonds 1% short, the Morse curve gives \(V'=-0.769\) eV/nm. The (111) cell shrinks to 0.0520 nm², and

\[
f=\frac{0.769\times0.2450}{4\times0.0520}=0.91\ \text{eV/nm}^2,
\]

or 0.145 N/m.

**Misfit of 1%.** On (110) the linear formula gives \(f_{xx}=-0.307\times47.25\times0.01=-0.145\) N/m and \(f_{yy}=-0.290\) N/m. Relaxing a 12-layer slab numerically with the full Morse curve gives \(-0.141\) and \(-0.281\) N/m; the small difference comes from terms beyond first order in strain.

**Second neighbours.** Let the same Morse curve act between second neighbours, without refitting it. The zero-pressure lattice parameter shrinks to 0.338 nm. First neighbours now push and second neighbours pull, with \(6V_1'r_1+3V_2'r_2=0\), where the subscripts denote the two shells. Three bonds of each kind cross a (111) gap per surface atom, with squared in-plane lengths \(r_1^2/3\) and \(2r_2^2/3\). The steps that led to the clamped formula now give

\[
f=-\frac{V_1'r_1+2V_2'r_2}{4A}=-\frac{3V_2'r_2}{8A}=-1.71\ \text{N/m}.
\]

The bulk is unstressed, yet this face is under compression. The sign depends on the face: on (100) the cut second-neighbour bonds run along the normal and have no in-plane part, so the loss of the pushing first-neighbour bonds leaves that face in tension. The number belongs to this cutoff: the curve was not refitted, and with the cutoff placed before the second shell the stress is zero. It illustrates the effect and is not a prediction for nickel.

**Many-body bonding.** In a metal, the strength of a bond depends on how many other bonds its atoms have. A second-moment model describes this with the atomic energy

\[
E_i=\sum_j a\,e^{-p(r_{ij}/r_0-1)}-\xi\Big[\sum_j e^{-2q(r_{ij}/r_0-1)}\Big]^{1/2},
\]

summed over nearest neighbours. I take \(q=2\) as a rough value. The same lattice parameter, cohesive energy and bulk modulus then fix \(p=12.3\) and the amplitudes \(a\) and \(\xi\). Between atoms with \(Z_i\) and \(Z_j\) neighbours at distance \(r_0\), the bond force is

\[
\frac{\partial E}{\partial r}=\frac1{r_0}\left[-2ap+\xi q\left(\frac1{\sqrt{Z_i}}+\frac1{\sqrt{Z_j}}\right)\right].
\]

It vanishes in the bulk, where \(Z=12\). Two atoms in a (111) face have \(Z=9\), so the attractive part is larger and their bond pulls. Relaxing a 12-layer slab numerically gives a tension of 1.14 N/m and a surface energy of 1.48 J/m². Both values depend on the choice of \(q\): between \(q=1\) and \(q=3\) the tension rises from about 0.5 to 1.7 N/m.

**Heat.** At 400 K, \(k_BT=0.0345\) eV. If each atom vibrates among fixed neighbours, its spring constant is proportional to \(V''+2V'/r\). For the Morse curve \(V'''=-3\alpha V''\) at \(r_0\), so the Grüneisen parameter is \(\gamma_G=(3\alpha r_0-2)/6=1.42\). The thermal pressure \(3\gamma_Gk_BT/\Omega\), acting over one layer of thickness \(\Omega/A\), gives the dimensional estimate

\[
\frac{3\gamma_Gk_BT}{A}=\frac{3\times1.42\times0.0345}{0.05304}=2.8\ \text{eV/nm}^2\approx0.44\ \text{N/m}.
\]

This is not a computed surface stress. In the unstressed crystal the thermal pressure is balanced by bonds that thermal expansion has stretched, so only the part left unbalanced at the face counts. That part can be far smaller than the estimate, and its sign is not determined here.

**Beside a real film.** The surface energy of nickel is roughly 2 J/m². The pair model's 3.3 J/m² is too high and the second-moment value too low. The zero surface stress should not be carried over to a real nickel film, whose bonding is not pairwise: that assumption alone moves the (111) value from 0 to about 1 N/m in the estimate above. Spread over a film 10 nm thick, 1.14 N/m on one face equals a mean film stress of 114 MPa. The second-neighbour estimate corresponds to \(-171\) MPa, and the thermal estimate, which may be far too large, to 44 MPa. Oxide or adsorbed atoms on the face would change its bonds again and are not included.

For comparison, consider the interior of a (111) film under 1% misfit. The bonds between layers are force-free, and the three in-plane bonds per atom each pull with \(kr_0\varepsilon\). For them \(\sum r_x^2/r=\tfrac32r_0\), so the stress is \(\tfrac32kr_0^2\varepsilon/\Omega\), about 4 GPa. If a 10 nm film holds this strain in full, misfit outweighs each of the surface terms estimated above by a factor of more than twenty. In a real metal film of that thickness, dislocations can relieve part of a 1% misfit, and the factor is then smaller. The surface share grows as the film gets thinner or the misfit smaller.
